\section{Proper and improper piezoelectric coefficients}

\subsection{Result and definitions}

Let a polar insulator have polarization $P_z$ along $z$. At zero macroscopic field its proper and improper piezoelectric coefficients obey
\begin{equation}
e_{33}^{\rm prop}=e_{33}^{\rm imp},\qquad
e_{31}^{\rm prop}=e_{31}^{\rm imp}+P_z .
\label{eq:result}
\end{equation}
The first index is the direction of the electrical response. The second is the strain: 3 means stretching along $z$, and 1 means stretching along $x$ with the other two edges held.

The improper coefficient is the strain derivative of the polarization, the dipole moment per current volume:
\begin{equation}
e_{31}^{\rm imp}=\frac{dP_z}{d\varepsilon_{xx}},\qquad
e_{33}^{\rm imp}=\frac{dP_z}{d\varepsilon_{zz}} .
\label{eq:improper}
\end{equation}
The proper coefficient is the charge that crosses a plane moving with the lattice, per unit initial area and unit strain. For a film between shorted electrodes, this charge flows through the external wire.

All derivatives are taken at zero strain, and the deformation is slow enough for the electrons to stay in their instantaneous ground state. The polarization $P_z$ carries a sign, so $e_{31}^{\rm prop}$ is algebraically larger than $e_{31}^{\rm imp}$ if $P_z>0$ and smaller if $P_z<0$. The polarization of a crystal is also multivalued. Equation~\eqref{eq:result} requires the same branch in $P_z$ and in its derivative.

\subsection{The charge on shorted electrodes}

Divide the film into layers at heights $z_j$ with charges $q_j$ per surface cell, where $\sum_jq_j=0$. The plates lie at $z=0$ and $z=L$, and the lower one carries $q_0$ per surface cell of area $S$. By Gauss's law, the field above the first $j$ layers is
\begin{equation}
E_j=\frac{1}{\epsilon_0S}\Big(q_0+\sum_{i\le j}q_i\Big).
\label{eq:gauss}
\end{equation}
Equal plate potentials require $\int_0^LE\,dz=0$. The plate charge contributes over the whole length $L$, and layer $j$ contributes over the length $L-z_j$ above it. Hence
\begin{equation}
0=q_0L+\sum_jq_j(L-z_j)=q_0L-\sum_jq_jz_j ,
\label{eq:voltage}
\end{equation}
where neutrality removed $L\sum_jq_j$. Therefore $q_0=\sum_jq_jz_j/L$. The dipole per surface cell is $P_zSL$ plus a surface term that does not grow with $L$. For a thick film with total area $A$, the lower plate then carries
\begin{equation}
Q=AP_z .
\label{eq:Q}
\end{equation}
The sign is consistent: a growing $P_z$ is an upward current in the film, and the wire returns this charge to the lower plate.

Differentiation of \eqref{eq:Q}, followed by division by the initial area, gives
\begin{equation}
\frac{dQ}{A}=dP_z+P_z\frac{dA}{A}.
\label{eq:dQ}
\end{equation}
Stretching along $x$ gives $dA/A=d\varepsilon_{xx}$, so the charge per unit strain is $e_{31}^{\rm imp}+P_z$. Stretching along $z$ leaves $A$ unchanged, so it is $e_{33}^{\rm imp}$. This is \eqref{eq:result}. The added $P_z$ arises because the electrode must cover a larger area of polarized material.

\subsection{Bulk derivation for any strain component}

The same result follows without electrodes. Let the lattice vectors be $\mathbf a_\alpha$ and the cell volume $\Omega$. A charge $q_s$ of the cell has reduced coordinates $x_{s\alpha}$, so its position is $\sum_\alpha x_{s\alpha}\mathbf a_\alpha$. For electrons, the positions are the centres of the occupied Wannier functions. Define
\begin{equation}
p_\alpha=\sum_sq_sx_{s\alpha},\qquad
P_i=\frac1\Omega\sum_\alpha p_\alpha a_{\alpha i}.
\label{eq:reduced}
\end{equation}

A lattice plane that moves with the crystal has fixed reduced coordinates. A charge crosses such planes only if its own reduced coordinates change. If $x_{s\alpha}$ changes by $dx_{s\alpha}$, the charge passing through one cell face of type $\alpha$, averaged over the position of the face, is $q_s\,dx_{s\alpha}$. The sum over charges is $dp_\alpha$. Let $\mathbf S_\alpha$ be the area vector of this face, so that $\mathbf S_\alpha\cdot\mathbf a_\beta=\Omega\delta_{\alpha\beta}$. The charge transferred per unit area, $d\mathbf j$, must satisfy $d\mathbf j\cdot\mathbf S_\alpha=dp_\alpha$ for all three faces. Its solution is $d\mathbf j=\Omega^{-1}\sum_\alpha dp_\alpha\,\mathbf a_\alpha$, and thus
\begin{equation}
e_{ijk}^{\rm prop}=\frac1\Omega\sum_\alpha
\frac{dp_\alpha}{d\varepsilon_{jk}}\,a_{\alpha i}.
\label{eq:proper}
\end{equation}

The deformation $r_i\to r_i+\varepsilon_{jk}\delta_{ij}r_k$, with one pair $jk$ at a time, changes the lattice by
\begin{equation}
\frac{da_{\alpha i}}{d\varepsilon_{jk}}=\delta_{ij}a_{\alpha k},\qquad
\frac{d\Omega}{d\varepsilon_{jk}}=\delta_{jk}\Omega .
\label{eq:lattice}
\end{equation}
The second relation holds because the determinant of the deformation is $1+\varepsilon_{jk}\delta_{jk}$. The product rule applied to $P_i$ in \eqref{eq:reduced} gives three terms:
\begin{align}
e_{ijk}^{\rm imp}
&=-\frac{\delta_{jk}}{\Omega}\sum_\alpha p_\alpha a_{\alpha i}
+\frac1\Omega\sum_\alpha\frac{dp_\alpha}{d\varepsilon_{jk}}a_{\alpha i}
+\frac{\delta_{ij}}{\Omega}\sum_\alpha p_\alpha a_{\alpha k}\nonumber\\
&=-\delta_{jk}P_i+e_{ijk}^{\rm prop}+\delta_{ij}P_k .
\label{eq:product}
\end{align}
Solving for the proper coefficient,
\begin{equation}
e_{ijk}^{\rm prop}=e_{ijk}^{\rm imp}+\delta_{jk}P_i-\delta_{ij}P_k .
\label{eq:tensor}
\end{equation}
For $i=z$, $j=k=x$ the correction is $+P_z$. For $i=j=k=z$ it is $P_z-P_z=0$: the larger volume dilutes the dipole, while the longer cell increases it by the same factor.

Equation \eqref{eq:tensor} was tested for all 27 components with three point charges in a triclinic cell with edges of order one. Their reduced coordinates were either frozen or changed linearly with strain at random rates. The largest deviation was $5.3\times10^{-8}$ in the units of that cell.

\subsection{Two limiting cases}

\paragraph{Frozen reduced coordinates.} If every charge simply follows the lattice, $dp_\alpha=0$ and the proper response vanishes. In a rectangular cell with edges $a,b,c$, however,
\begin{equation}
P_z=\frac{p_zc}{abc}=\frac{p_z}{ab},
\label{eq:rect}
\end{equation}
so $e_{31}^{\rm imp}=-P_z$ and $e_{33}^{\rm imp}=0$. The improper $e_{31}$ then records only the dilution of a fixed charge over a larger area, and no current flows.

\paragraph{Rigid rotation.} Take $\varepsilon_{xz}=\theta$ and $\varepsilon_{zx}=-\theta$ with small $\theta$, and let $\mathbf P$ point along $z$. The polarization turns with the crystal, so $dP_x=\theta P_z$. In \eqref{eq:tensor} with $i=x$, the component $jk=xz$ adds $-\theta P_z$ and the component $jk=zx$ adds nothing. The sum is zero, as it must be for charge crossing planes that turn with the crystal.

\subsection{Branches and the spontaneous polarization}

Moving an electron's Wannier centre to an equivalent position in the next cell changes $p_z$ by a whole number of charges $e$ but leaves the bulk crystal the same. Let $p_z\to p_z+me$, with $m$ independent of strain. By \eqref{eq:rect},
\begin{equation}
P_z\to P_z+\frac{me}{ab},\qquad
e_{31}^{\rm imp}\to e_{31}^{\rm imp}-\frac{me}{ab}.
\label{eq:branch}
\end{equation}
The minus sign comes from $d(1/a)/d\varepsilon_{xx}=-1/a$. The sum in \eqref{eq:result} is unchanged. The improper $e_{31}$ therefore has no meaning until a branch is named, whereas the proper one needs none.

This argument needs only that the shift in $p_z$ be constant, not that $m$ be an integer. The spontaneous polarization can be counted from a centrosymmetric reference. If that reference has the same strained lattice and remains insulating, symmetry pins its $p_z$ to a constant. Subtracting it leaves \eqref{eq:result} intact. If the reference were instead kept at the unstrained lattice, a nonzero reference polarization would not be diluted with the crystal, and the relation would fail for the difference.

\subsection{A quantum model and its adiabatic current}

A two-site crystal allows the proper coefficient to be calculated as a current, without differentiating a polarization. Site A lies at height 0 and site B at height $uc$. The core charges are $+2e$ and 0, with $e>0$, and two electrons per cell fill the lower band. The site energies are $+\Delta$ on A and $-\Delta$ on B. An A--B pair at distance $d$ has hopping $t(d)=t_0e^{-(d-d_0)/\ell}$. Hopping is kept only between adjacent layers, within a column along $z$ and between neighbouring columns along $x$; the model has no coupling along $y$. With $k_x$ the phase per cell along $x$, A couples to the B above and the B below it by $g=T(uc)$ and $f=T((1-u)c)$, where
\begin{equation}
T(h)=t(h)+2\cos k_x\,t\big(\sqrt{a^2+h^2}\big).
\label{eq:hop}
\end{equation}
With $\kappa$ the phase per cell along $z$, the Hamiltonian is
\begin{equation}
H=\begin{pmatrix}\Delta&F\\F^*&-\Delta\end{pmatrix},\qquad
F=g\,e^{i\kappa u}+f\,e^{i\kappa(u-1)} .
\label{eq:H}
\end{equation}

Let the strain $\varepsilon(t)$ change slowly, and let $|0\rangle,|1\rangle$ be the lower and upper states with energies $E_0,E_1$. Write the evolving state, apart from a phase, as $|0\rangle+\eta|1\rangle$. To first order in $\dot\varepsilon$, the component of the Schr\"odinger equation along $|1\rangle$ is
\begin{equation}
i\hbar\dot\varepsilon\,\langle1|\partial_\varepsilon0\rangle=(E_1-E_0)\,\eta ,
\label{eq:first}
\end{equation}
since $\dot\eta$ is of higher order. Differentiating $H|0\rangle=E_0|0\rangle$ and projecting on $\langle1|$ gives $\langle1|\partial_\varepsilon0\rangle=\langle1|\partial_\varepsilon H|0\rangle/(E_0-E_1)$, so
\begin{equation}
\eta=-i\hbar\dot\varepsilon\,
\frac{\langle1|\partial_\varepsilon H|0\rangle}{(E_0-E_1)^2}.
\label{eq:eta}
\end{equation}
Here $\partial_\varepsilon$ acts on $g$ and $f$ but not on the phases in \eqref{eq:H}. The amplitudes belong to labelled orbitals, and the phases merely record where these orbitals are.

The rate of change of the reduced height due to hopping is the operator $\partial_\kappa H/\hbar$. Its expectation value in $|0\rangle$ is $\partial_\kappa E_0/\hbar$, which averages to zero over the band. The cross term is $2\,{\rm Re}[\eta\langle0|\partial_\kappa H|1\rangle]/\hbar$, and ${\rm Re}(-iX)={\rm Im}\,X$. In addition, orbital B itself moves at the rate $u'=du/d\varepsilon$ and carries its occupation with it. The mean reduced height $\bar x$ of an electron thus changes as
\begin{equation}
\frac{d\bar x}{d\varepsilon}=\left\langle
\frac{2\,{\rm Im}\big[\langle0|\partial_\kappa H|1\rangle
\langle1|\partial_\varepsilon H|0\rangle\big]}{(E_0-E_1)^2}
+u'\,|\langle B|0\rangle|^2\right\rangle_{k_x,\kappa}.
\label{eq:current}
\end{equation}
The cores contribute nothing: A stays at reduced height 0, and B has no core charge. With two electrons of charge $-e$, $dp_z=-2e\,d\bar x$, and \eqref{eq:proper} becomes
\begin{equation}
e_{3\nu}^{\rm prop}=-\frac{2e}{ab}\,\frac{d\bar x}{d\varepsilon_\nu},
\qquad \nu=1,3 .
\label{eq:model}
\end{equation}

\subsection{Worked example}

The round parameters are $a=b=c=0.50$ nm, $u=0.40$, $\Delta=2.5$ eV, $t_0=1.5$ eV, $d_0=0.25$ nm and $\ell=0.10$ nm. The internal coordinate responds with the chosen slopes $u'=0.10$ for $xx$ strain and $-0.30$ for $zz$ strain. One charge $e$ per surface cell equals $64.09\ \mu{\rm C/cm^2}$.

Equation \eqref{eq:model} gives $e_{31}^{\rm prop}=-17.51$ and $e_{33}^{\rm prop}=39.86\ \mu{\rm C/cm^2}$. Independently, slabs of 20 and 30 cells were diagonalized; their difference removes the surface terms. Strain derivatives of the slab dipole give the improper coefficients below, in $\mu{\rm C/cm^2}$. The first two rows differ in which site ends the slab at the bottom; the third is measured from the crystal with $u=1/2$ on the same lattice.

\begin{center}
\begin{tabular}{lrrr}
Convention & $P_z$ & $e_{31}^{\rm imp}$ & $e_{31}^{\rm imp}+P_z$\\
A at the bottom & $-45.23$ & $27.73$ & $-17.51$\\
B at the bottom & $82.94$ & $-100.45$ & $-17.51$\\
From centred crystal & $18.85$ & $-36.36$ & $-17.51$
\end{tabular}
\end{center}

In all three cases $e_{33}^{\rm imp}=39.86\ \mu{\rm C/cm^2}$. Both relations in \eqref{eq:result} hold to within $10^{-4}\ \mu{\rm C/cm^2}$, as does the agreement with the plate charge found from \eqref{eq:gauss} and \eqref{eq:voltage}. The two terminations differ by $2e$ per surface cell, and the improper $e_{31}$ even changes sign between them. The centred crystal has $p_z=-e$, both unstrained and at 2\% $xx$ strain, as the symmetry argument requires. In SI units the third row reads $P_z=0.189$, $e_{31}^{\rm imp}=-0.364$ and $e_{31}^{\rm prop}=-0.175$ C/m$^2$, with $e_{33}=0.399$ C/m$^2$.

A first estimate of the sizes follows from \eqref{eq:model}. If both electrons stayed on B, then $\bar x=u$, and the coefficients would be $-2(0.10)(64.09)=-12.8$ and $-2(-0.30)(64.09)=38.5\ \mu{\rm C/cm^2}$. The remainders, $-4.7$ and $1.4\ \mu{\rm C/cm^2}$, come from the shift of the electron centre relative to B, and this shift has two sources. First, on a fixed lattice the centre moves faster than B itself, $\partial\bar x/\partial u=1.37$, so the slopes contribute $-17.55$ to $e_{31}$ and $52.63\ \mu{\rm C/cm^2}$ to $e_{33}$. Second, at fixed $u$ the strain changes the hoppings, which contributes $0.04$ and $-12.77\ \mu{\rm C/cm^2}$. The small remainder of $e_{33}$ is therefore a near cancellation of $+14.2$ and $-12.8$, not a sign that the electrons follow B rigidly. The positive sign of $e_{33}$ is set by the chosen slope: the coefficient is negative for $u'=0$ and changes sign near $u'=-0.073$.

Now stretch a 10 nm film by 0.2\% along $x$, with its width and thickness held. The charge passing through the wire, per initial electrode area, is
\begin{equation}
(-17.51)(0.002)=-0.0350\ \mu{\rm C/cm^2}.
\label{eq:example}
\end{equation}
A square pad of side 100 $\mu$m has an area of $10^{-4}$ cm$^2$ and passes $-3.50$ pC. The improper coefficient of the third row would give $-0.0727\ \mu{\rm C/cm^2}$, about 2.1 times as much. The nonlinear strain correction is $-8\times10^{-6}\ \mu{\rm C/cm^2}$, or 0.02\% of the linear charge. Equation~\eqref{eq:example} uses the thick-film coefficient. For a slab of 20 cells between plates 10 nm apart, the omitted surface term changes the model's charge by less than 1\% with either termination.

\subsection{Real capacitors and limits of validity}

The thickness, the polarization of 18.85 $\mu{\rm C/cm^2}$ and the gap of 5.8 eV lie in the rough range of ferroelectric hafnia capacitors, but the piezoelectric coefficients are those of the model. In particular, its positive $e_{33}$ follows from the chosen slope of the internal coordinate and is no prediction for hafnia. If a film is polycrystalline, its response also averages over grain orientations. The assumption whose failure matters most among the effects estimated here is the fixed thickness. A film with a free upper surface contracts; with a rough ratio $-\varepsilon_{zz}/\varepsilon_{xx}=0.35$, the $e_{33}$ response adds $-0.0279\ \mu{\rm C/cm^2}$ and brings the total to $-0.0629\ \mu{\rm C/cm^2}$, 1.8 times the value in \eqref{eq:example}. This changes the applied strain, not the relations \eqref{eq:result}.

The field inside a real film need not vanish. Let a nonpolar layer of thickness $d_l$ and permittivity $\epsilon_l$ lie in series with a film of thickness $d_f$ and permittivity $\epsilon_f$ (both relative). Continuity of displacement and zero total voltage require
\begin{equation}
\frac QA=P_z+\epsilon_0\epsilon_fE_f=\epsilon_0\epsilon_lE_l,\qquad
E_fd_f+E_ld_l=0 .
\label{eq:layer}
\end{equation}
Eliminating both fields gives
\begin{equation}
\frac QA=\frac{P_z}{1+r},\qquad r=\frac{\epsilon_fd_l}{\epsilon_ld_f}.
\label{eq:r}
\end{equation}
For $d_l=0.5$ nm and rough permittivities of 30 for both, $r=0.05$. If strain does not alter $r$, the circuit charge falls by the factor 0.952. Taking $P_z=18.85\ \mu{\rm C/cm^2}$, which assumes that fixed interface charge compensates the centred reference, the field in the film is $-0.34$ MV/cm. This is well below a rough breakdown field of 4 MV/cm. The field in the thin layer, however, is larger by $d_f/d_l=20$, about 6.8 MV/cm, which exceeds that value. The estimate therefore holds only if the layer still insulates at such a field.

With a bias voltage, the electrode charge is $Q=AD_z$, where $D_z$ is the electric displacement. The step from \eqref{eq:Q} to \eqref{eq:dQ} then gives $dD_z/d\varepsilon_{xx}+D_z$ at fixed voltage, so $D_z$ replaces $P_z$.

Other currents can be mistaken for the piezoelectric one. A rough pyroelectric coefficient of $0.005\ \mu{\rm C/(cm^2\,K)}$ and a drift of 1 K give $0.005\ \mu{\rm C/cm^2}$, or 14\% of the charge in \eqref{eq:example}. Leakage needs a voltage across the film. This can be applied or left by an imperfect short. With an interface layer it also arises from the polarization itself: the film field found above corresponds to about $-0.34$ V across the film even when the electrodes are perfectly shorted. A rough leakage of $10^{-7}$ A/cm$^2$ during a loading time of 0.01 s then gives $0.001\ \mu{\rm C/cm^2}$, or 3\%. Thermal carriers are negligible in the ideal model: $e^{-E_g/2k_BT}$ is about $10^{-41}$ at 358 K, with $E_g$ the gap. Defects, which the model omits, can supply far more. If the gap closes or domains switch during the strain, the ground state is no longer followed continuously, and the linear coefficients cease to describe the charge.

\section*{Table of computed values}
\begin{verbatim}
cell edges a = b = c: 0.50 nm
height of B, u: 0.40 of c
du/dstrain_xx: 0.10, du/dstrain_zz: -0.30
site energies: +/-2.5 eV; core charges: 2, 0 e
hopping: 1.5 eV at 0.25 nm, decay length 0.10 nm
smallest band gap: 5.835 eV
one e per surface cell: 64.087 uC/cm2
e31 proper, adiabatic current: -17.5087 uC/cm2
e31 from shorted plates: -17.5087 uC/cm2
e33 proper, adiabatic current: 39.8610 uC/cm2
e33 from shorted plates: 39.8610 uC/cm2
A-first slab: P_z = -45.2345 uC/cm2
  e31 improper = 27.7258 uC/cm2
  e31 improper + P_z = -17.5087 uC/cm2
  e33 improper = 39.8610 uC/cm2
B-first slab: P_z = 82.9396 uC/cm2
  e31 improper = -100.4483 uC/cm2
  e31 improper + P_z = -17.5087 uC/cm2
  e33 improper = 39.8610 uC/cm2
from centred: P_z = 18.8525 uC/cm2
  e31 improper = -36.3613 uC/cm2
  e31 improper + P_z = -17.5087 uC/cm2
  e33 improper = 39.8610 uC/cm2
B-first minus A-first P_z: 2.000000 e per surface cell
centred crystal, A-first: -1.000000 e per surface cell
same at 2 % xx strain: -1.000000 e per surface cell
main results: P_z = 0.1885 C/m2 (from centred)
  e31 proper = -0.1751 C/m2
  e31 improper = -0.3636 C/m2
  e33 (both) = 0.3986 C/m2
largest tensor-rule error, triclinic charges: 5.3e-08
film 10 nm, pad side 100 um, xx strain 0.2 %
circuit charge, linear: -0.03502 uC/cm2
circuit charge on the pad: -3.502 pC
improper e31 would give: -0.07272 uC/cm2
nonlinear strain correction: -0.000008 uC/cm2
free thickness, rough contraction ratio 0.35:
  added charge: -0.02790 uC/cm2
interface layer 0.5 nm, rough permittivities 30:
  circuit charge multiplied by 0.9524
  field in film -0.338 MV/cm, rough breakdown 4 MV/cm
pyroelectric, rough 0.005 uC/cm2/K, drift 1 K: 0.0050 uC/cm2
leakage, rough 1e-07 A/cm2 for 0.01 s: 0.0010 uC/cm2
thermal carrier factor at 358 K: 8.4e-42
\end{verbatim}
